# Nuclear Derivatives of Gaussian Integrals and the Hartree–Fock Gradient: test program

```python
# Result under test (atomic units). For the unnormalised Cartesian Gaussian
#   g_lmn(r;a,A) = (x-Ax)^l (y-Ay)^m (z-Az)^n exp(-a|r-A|^2)
#   d g_lmn/dAx = 2a g_(l+1)mn - l g_(l-1)mn,
# so centre derivatives of overlap S, kinetic T, attraction V and repulsion (ab|cd)
# integrals are ordinary integrals, and operator-centre derivatives follow from
# translational invariance. Closed-shell Hartree-Fock gradient:
#   dE/dX = P.h^X + 1/2 PP[(mn|ls)-1/2(ml|ns)]^X - W.S^X + Vnn^X,
# P density matrix, W energy-weighted density. PySCF supplies only ordinary integrals
# and SCF solutions for the derived side; references are finite differences/quadrature.
import numpy as np, sympy as sp
from math import pi, sqrt, exp, prod
from scipy.constants import physical_constants as pc
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True

def fd(f, h=1e-3):
    return (f(-2*h) - 8*f(-h) + 8*f(h) - f(2*h))/(12*h)
def powers(l):
    return [(i, j, l-i-j) for i in range(l, -1, -1) for j in range(l-i, -1, -1)]
def norm1d(l, a):
    return (2*a/pi)**0.25*(4*a)**(l/2)/sqrt(prod(range(2*l-1, 0, -2)))

# ---- symbolic tests
x, y, z, Ax = sp.symbols('x y z Ax', real=True); al = sp.symbols('a', positive=True)
gauss = sp.exp(-al*((x-Ax)**2 + y**2 + z**2))
G = lambda l: (x-Ax)**l*y**2*z*gauss if l >= 0 else 0
for l in range(6):
    assert sp.expand((sp.diff(G(l), Ax) - 2*al*G(l+1) + l*G(l-1))/gauss) == 0
    assert sp.expand((sp.diff(G(l), Ax) + sp.diff(G(l), x))/gauss) == 0
    assert sp.expand((sp.diff(G(l), Ax, 2) - 4*al**2*G(l+2) + 2*al*(2*l+1)*G(l)
                      - l*(l-1)*G(l-2))/gauss) == 0
lap = lambda f: sp.diff(f, x, 2) + sp.diff(f, y, 2) + sp.diff(f, z, 2)
for Y in (x, x*y, x**2-y**2, 2*z**2-x**2-y**2, x*y*z):
    assert lap(Y) == 0 and lap(x*Y) != 0 and sp.expand(lap(x*Y) - 2*sp.diff(Y, x)) == 0

# ---- normalised functions, norms from quadrature
xg, wg = np.polynomial.legendre.leggauss(240); xg, wg = 10*xg, 10*wg
a_t, pts = 0.7, np.linspace(-2.3, 2.9, 9)
nq = lambda l: 1/sqrt(wg @ (xg**(2*l)*np.exp(-2*a_t*xg**2)))
phi = lambda l, s=0.0: nq(l)*(pts-s)**l*np.exp(-a_t*(pts-s)**2)
for l in range(5):
    assert abs(nq(l)/norm1d(l, a_t) - 1) < 1e-11
    rule = sqrt(a_t*(2*l+1))*phi(l+1)
    if l: rule = rule - 2*l*sqrt(a_t/(2*l-1))*phi(l-1)
    assert np.allclose(fd(lambda s: phi(l, s)), rule, rtol=0, atol=1e-9)

# ---- example A: px-s overlap
a, b, R = 0.8, 0.4, 1.5
p = a+b; mu = a*b/p; XPA = b*R/p; S00 = (pi/p)**1.5*exp(-mu*R*R)
Sp, Sd = XPA*S00, (XPA**2 + 1/(2*p))*S00
dS = 2*a*Sd - S00
def overlap_quad(l, s=0.0):
    return (wg @ ((xg-s)**l*np.exp(-a*(xg-s)**2 - b*(xg-R)**2)))*(wg @ np.exp(-p*xg**2))**2
assert np.allclose([overlap_quad(l) for l in range(3)], [S00, Sp, Sd], rtol=0, atol=1e-11)
dS_fd = fd(lambda s: overlap_quad(1, s)); assert abs(dS - dS_fd) < 1e-9
print(f"A: a = {a} bohr^-2, b = {b} bohr^-2, R = {R} bohr")
print(f"A: p = {p:.4f} bohr^-2, mu = {mu:.6f} bohr^-2, X_PA = {XPA:.4f} bohr, 1/(2p) = {1/(2*p):.6f} bohr^2")
print(f"A: (pi/p)^1.5 = {(pi/p)**1.5:.6f} bohr^3, exp(-mu R^2) = {exp(-mu*R*R):.6f}")
print(f"A: <s|s> = {S00:.6f} bohr^3, <px|s> = {Sp:.6f} bohr^4, <dxx|s> = {Sd:.6f} bohr^5")
print(f"A: raised term 2a<dxx|s> = {2*a*Sd:.6f} bohr^3")
print(f"A: d<px|s>/dAx rule = {dS:.8f}, quadrature difference = {dS_fd:.8f} bohr^3")

# ---- ordinary integrals over unnormalised primitives
OFF = np.array([[.21, .13, .17], [-.11, .26, .19], [.15, -.22, -.28]])
class Primitives:
    def __init__(self, centres, shells):
        n = len(centres)
        self.mol = m = gto.M(atom=[[f'H{k+1}', tuple(centres[k])] for k in range(n)],
            basis={f'H{k+1}': [[l, [e, 1.0]] for l, e in shells[k]] for k in range(n)},
            unit='Bohr', cart=True, spin=n % 2, verbose=0)
        vals = [m.eval_gto('GTOval_cart', np.array(c)+OFF) for c in centres]
        loc = m.ao_loc_nr(); self.n = loc[-1]; self.index = {}
        for s in range(m.nbas):
            k, e = m.bas_atom(s), m.bas_exp(s)[0]
            for j, w in enumerate(powers(m.bas_angular(s))):
                ratio = np.prod(OFF**np.array(w), axis=1)*np.exp(-e*(OFF**2).sum(1))/vals[k][:, loc[s]+j]
                assert np.allclose(ratio, ratio[0], rtol=1e-9)  # same function as the definition
                self.index[k, round(e, 9), w] = (loc[s]+j, ratio[0])
        self.S, self.T, self.eri = m.intor('int1e_ovlp'), m.intor('int1e_kin'), m.intor('int2e')
    def rinv(self, origin):
        with self.mol.with_rinv_origin(origin):
            return self.mol.intor('int1e_rinv')
    def g(self, k, e, w):
        i, f = self.index[k, round(e, 9), tuple(w)]; v = np.zeros(self.n); v[i] = f
        return v
    def dg(self, k, e, w, d):   # the rule under test
        up, down = list(w), list(w); up[d] += 1; down[d] -= 1
        return 2*e*self.g(k, e, up) - (w[d]*self.g(k, e, down) if w[d] else 0)

cen = np.array([[0, .1, -.2], [.9, -.5, .6], [-.4, .8, .7], [.3, .6, -.9]])
ex, ang, org = [0.8, 0.4, 1.1, 0.6], [2, 1, 0, 1], np.array([.5, .3, -.1])
def blocks(pr, M, o):
    one = [M[0].T @ O @ M[1] for O in (pr.S, pr.T, pr.rinv(o))]
    return one + [np.einsum('pqrs,pi,qj,rk,sl->ijkl', pr.eri, *M, optimize=True)]
shell = lambda pr, k: np.array([pr.g(k, ex[k], w) for w in powers(ang[k])]).T
def moved(k, d, s, which):
    c, o = cen.copy(), org.copy()
    if k is None: o[d] += s
    else: c[k, d] += s
    pr = Primitives(c, [[(ang[i], ex[i])] for i in range(4)])
    return blocks(pr, [shell(pr, i) for i in range(4)], o)[which]
big = Primitives(cen, [[(l, ex[k]) for l in range(max(ang[k]-1, 0), ang[k]+2)] for k in range(3)]
                 + [[(ang[3], ex[3])]])
worst = 0.0
for d in range(3):
    rule = []
    for k in range(3):
        M = [shell(big, i) for i in range(4)]
        M[k] = np.array([big.dg(k, ex[k], w, d) for w in powers(ang[k])]).T
        rule.append(blocks(big, M, org))
    pairs = [(rule[k][t], k, t) for k in (0, 1) for t in range(4)] + [(rule[2][3], 2, 3)]
    pairs += [(-rule[0][2]-rule[1][2], None, 2), (-rule[0][3]-rule[1][3]-rule[2][3], 3, 3)]
    for val, k, t in pairs:
        assert np.abs(val).max() > 1e-2
        worst = max(worst, np.abs(val - fd(lambda s: moved(k, d, s, t))).max())
assert worst < 1e-8
print(f"d,p,s,p integrals: largest |rule - finite difference| = {worst:.0e} a.u.")

# ---- molecular gradients from ordinary integrals
def make(symbols, xyz):
    return gto.M(atom=[[s, tuple(c)] for s, c in zip(symbols, xyz)], basis='sto-3g', unit='Bohr', verbose=0)
def solve(mol, hcore=None):
    mf = scf.RHF(mol); mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-8, 100
    if hcore is not None: mf.get_hcore = lambda *args: hcore
    mf.kernel(); assert mf.converged
    return mf
def analyse(symbols, xyz, atom, directions):
    mol = make(symbols, xyz); mf = solve(mol); Z = mol.atom_charges(); n = len(symbols)
    bas = [mol._basis[s] for s in symbols]
    pr = Primitives(xyz, [sorted({(L, e) for sh in bas[k] for e, c in sh[1:]
                    for L in range(max(sh[0]-1, 0), sh[0]+2)}) for k in range(n)])
    C, D, owner = [], [], []
    for k in range(n):
        for sh in bas[k]:
            for w in powers(sh[0]):
                co = [(e, c*prod(norm1d(i, e) for i in w)) for e, c in sh[1:]]
                v = sum(c*pr.g(k, e, w) for e, c in co); N = 1/sqrt(v @ pr.S @ v)
                C.append(N*v); owner.append(k)
                D.append([N*sum(c*pr.dg(k, e, w, d) for e, c in co) for d in range(3)])
    C, D, mask = np.array(C).T, np.array(D), (np.array(owner) == atom)*1.0
    assert np.allclose(C.T @ pr.S @ C, mol.intor('int1e_ovlp'), atol=1e-9)
    V = [-Z[k]*pr.rinv(xyz[k]) for k in range(n)]
    occ = mf.mo_coeff[:, mf.mo_occ > 0]; P = 2*occ @ occ.T
    W = 2*(occ*mf.mo_energy[mf.mo_occ > 0]) @ occ.T
    Gam = np.einsum('ij,kl->ijkl', P, P) - 0.5*np.einsum('ik,jl->ijkl', P, P)
    half = np.einsum('pqrs,sl->pqrl', pr.eri, C, optimize=True)
    half = np.einsum('pqrl,qj,rk->pjkl', half, C, C, optimize=True)
    sym = lambda M: M + M.T
    ref = mf.nuc_grad_method().kernel(); out = []
    for d in directions:
        Dall = D[:, d, :].T; Da = Dall*mask
        t = dict(dS=sym(Da.T@pr.S@C), dT=sym(Da.T@pr.T@C), dVb=sym(Da.T@sum(V)@C),
                 dVo=-sym(Dall.T@V[atom]@C))
        I = np.einsum('pi,pjkl->ijkl', Da, half)
        t['dI'] = I + np.einsum('jikl->ijkl', I) + np.einsum('klij->ijkl', I) + np.einsum('lkij->ijkl', I)
        t['nn'] = -sum(Z[atom]*Z[k]*(xyz[atom]-xyz[k])[d]/np.linalg.norm(xyz[atom]-xyz[k])**3
                       for k in range(n) if k != atom)
        t['op'], t['kin'], t['att'] = (P*t['dVo']).sum(), (P*t['dT']).sum(), (P*t['dVb']).sum()
        t['two'], t['ws'] = 0.5*(Gam*t['dI']).sum(), -(W*t['dS']).sum()
        t['hf'] = t['op'] + t['nn']; t['pulay'] = t['kin'] + t['att'] + t['two'] + t['ws']
        t['tot'] = t['hf'] + t['pulay']
        def shifted(s):
            c = xyz.copy(); c[atom, d] += s
            return c
        def fixed_basis(s):
            c = shifted(s)
            h = C.T @ (pr.T - sum(Z[k]*pr.rinv(c[k]) for k in range(n))) @ C
            return solve(mol, h).e_tot - mol.energy_nuc() + make(symbols, c).energy_nuc()
        t['fd'] = fd(lambda s: solve(make(symbols, shifted(s))).e_tot); t['fdfix'] = fd(fixed_basis)
        assert abs(t['tot'] - t['fd']) < 1e-6 and abs(t['tot'] - ref[atom, d]) < 1e-7
        assert abs(t['hf'] - t['fdfix']) < 1e-6 and abs(t['pulay']) > 1e-3
        out.append(t)
    return mol, mf, pr, C, D, P, W, out

RH = 1.4
mol, mf, pr, C, D, P, W, (t,) = analyse(['H', 'H'], np.array([[0, 0, 0], [0, 0, RH]]), 1, [2])
S12 = (C.T @ pr.S @ C)[0, 1]; eps = mf.mo_energy[0]
assert np.allclose(P, 1/(1+S12), atol=1e-9) and np.allclose(W, eps*P, atol=1e-9)
es = np.array([e for e, c in mol._basis['H'][0][1:]])
dk = np.array([C[pr.index[1, round(e, 9), (0, 0, 0)][0], 1]/pr.index[1, round(e, 9), (0, 0, 0)][1] for e in es])
u = D[1, 2]; v = sum(c*pr.g(1, e, (0, 0, 1)) for e, c in zip(es, dk))
cosine = (u@pr.S@v)/sqrt((u@pr.S@u)*(v@pr.S@v)); assert cosine < 0.95
r, wr = np.polynomial.legendre.leggauss(300); r, wr = 7*(r+1), 7*wr
ct, wc = np.polynomial.legendre.leggauss(80); rr, cc = np.meshgrid(r, ct, indexing='ij')
ao = mol.eval_gto('GTOval_sph', np.stack([rr*np.sqrt(1-cc**2), 0*rr, RH+rr*cc], -1).reshape(-1, 3))
rho = np.einsum('gi,ij,gj->g', ao, P, ao).reshape(rr.shape)
field = -2*pi*(wr @ (rho*cc) @ wc); assert abs(field - t['op']) < 1e-7
dI = t['dI']; f = lambda arr: ', '.join(f'{q:.6f}' for q in arr)
print(f"B: H2 RHF/STO-3G, R = {RH} bohr, nucleus 2 moved along z; E = {mf.e_tot:.6f} Eh")
print(f"B: exponents a_k = {f(es)} bohr^-2")
print(f"B: coefficients d_k = {f(dk)} bohr^-3/2")
print(f"B: raised 2 a_k d_k = {f(2*es*dk)} bohr^-7/2")
print(f"B: cosine(raised function, pz contracted with d_k) = {cosine:.4f}")
print(f"B: S12 = {S12:.6f}, P = {P[0,1]:.6f}, eps = {eps:.6f} Eh, W = {W[0,1]:.6f} Eh")
print(f"B: dS12 = {t['dS'][0,1]:.6f} 1/bohr, dT12 = {t['dT'][0,1]:.6f} Eh/bohr")
print(f"B: |dS22|, |dT22|, |d(22|22)| max = {max(abs(t['dS'][1,1]), abs(t['dT'][1,1]), abs(dI[1,1,1,1])):.0e} a.u.")
print(f"B: centre part dV11, dV12, dV22 = {f(t['dVb'][[0,0,1],[0,1,1]])} Eh/bohr")
print(f"B: operator part dV11, dV12, dV22 = {f(t['dVo'][[0,0,1],[0,1,1]])} Eh/bohr")
print(f"B: d(11|22), d(12|12) = {f([dI[0,0,1,1], dI[0,1,0,1]])} Eh/bohr")
print(f"B: d(11|12), d(22|12) = {f([dI[0,0,0,1], dI[1,1,0,1]])} Eh/bohr")
print(f"B: sum of all 16 repulsion derivatives = {dI.sum():.6f} Eh/bohr")
for key, name in (('kin', 'kinetic, centre'), ('att', 'attraction, centre'), ('two', 'two-electron'),
                  ('ws', '-W.dS'), ('pulay', 'Pulay part'), ('op', 'attraction, operator'),
                  ('nn', 'nuclear repulsion'), ('hf', 'Hellmann-Feynman part'),
                  ('fdfix', 'fixed-basis difference'), ('tot', 'total gradient'),
                  ('fd', 'SCF energy difference')):
    print(f"B: {name} = {t[key]:.6f} Eh/bohr")
print(f"B: field of density by quadrature = {field:.6f} Eh/bohr")
conv = pc['Hartree energy in eV'][0]/(pc['Bohr radius'][0]*1e10)
print(f"1 Eh/bohr = {conv:.4f} eV/angstrom")
print(f"B: total, Hellmann-Feynman, Pulay = {t['tot']*conv:.4f}, {t['hf']*conv:.4f}, {t['pulay']*conv:.4f} eV/angstrom")

xyz = np.array([[0, 0, 0], [1.0, 1.2, 1.7]])
terms = analyse(['B', 'H'], xyz, 0, [0, 1, 2])[-1]
print(f"BH RHF/STO-3G, B at origin, H at ({f(xyz[1])}) bohr, R = {np.linalg.norm(xyz[1]):.4f} bohr")
for key, name in (('hf', 'Hellmann-Feynman'), ('pulay', 'Pulay'), ('tot', 'total'), ('fd', 'SCF difference')):
    print(f"BH gradient on B (x,y,z), {name} = {f([q[key] for q in terms])} Eh/bohr")
print("all assertions hold")
```

Running it gives:

```
A: a = 0.8 bohr^-2, b = 0.4 bohr^-2, R = 1.5 bohr
A: p = 1.2000 bohr^-2, mu = 0.266667 bohr^-2, X_PA = 0.5000 bohr, 1/(2p) = 0.416667 bohr^2
A: (pi/p)^1.5 = 4.235971 bohr^3, exp(-mu R^2) = 0.548812
A: <s|s> = 2.324750 bohr^3, <px|s> = 1.162375 bohr^4, <dxx|s> = 1.549833 bohr^5
A: raised term 2a<dxx|s> = 2.479733 bohr^3
A: d<px|s>/dAx rule = 0.15498333, quadrature difference = 0.15498333 bohr^3
d,p,s,p integrals: largest |rule - finite difference| = 1e-12 a.u.
B: H2 RHF/STO-3G, R = 1.4 bohr, nucleus 2 moved along z; E = -1.116714 Eh
B: exponents a_k = 3.425251, 0.623914, 0.168855 bohr^-2
B: coefficients d_k = 0.276934, 0.267839, 0.083474 bohr^-3/2
B: raised 2 a_k d_k = 1.897139, 0.334217, 0.028190 bohr^-7/2
B: cosine(raised function, pz contracted with d_k) = 0.8716
B: S12 = 0.659318, P = 0.602657, eps = -0.578203 Eh, W = -0.348458 Eh
B: dS12 = -0.346228 1/bohr, dT12 = -0.315282 Eh/bohr
B: |dS22|, |dT22|, |d(22|22)| max = 0e+00 a.u.
B: centre part dV11, dV12, dV22 = 0.000000, 0.726022, 0.343259 Eh/bohr
B: operator part dV11, dV12, dV22 = 0.343259, 0.210438, -0.000000 Eh/bohr
B: d(11|22), d(12|12) = -0.198990, -0.350460 Eh/bohr
B: d(11|12), d(22|12) = -0.301597, -0.301597 Eh/bohr
B: sum of all 16 repulsion derivatives = -4.212593 Eh/bohr
B: kinetic, centre = -0.380014 Eh/bohr
B: attraction, centre = 1.081952 Eh/bohr
B: two-electron = -0.382499 Eh/bohr
B: -W.dS = -0.241292 Eh/bohr
B: Pulay part = 0.078147 Eh/bohr
B: attraction, operator = 0.460511 Eh/bohr
B: nuclear repulsion = -0.510204 Eh/bohr
B: Hellmann-Feynman part = -0.049693 Eh/bohr
B: fixed-basis difference = -0.049693 Eh/bohr
B: total gradient = 0.028454 Eh/bohr
B: SCF energy difference = 0.028454 Eh/bohr
B: field of density by quadrature = 0.460511 Eh/bohr
1 Eh/bohr = 51.4221 eV/angstrom
B: total, Hellmann-Feynman, Pulay = 1.4632, -2.5553, 4.0185 eV/angstrom
BH RHF/STO-3G, B at origin, H at (1.000000, 1.200000, 1.700000) bohr, R = 2.3087 bohr
BH gradient on B (x,y,z), Hellmann-Feynman = 0.260345, 0.312414, 0.442587 Eh/bohr
BH gradient on B (x,y,z), Pulay = -0.262552, -0.315063, -0.446339 Eh/bohr
BH gradient on B (x,y,z), total = -0.002207, -0.002649, -0.003752 Eh/bohr
BH gradient on B (x,y,z), SCF difference = -0.002207, -0.002649, -0.003752 Eh/bohr
all assertions hold
```
